# Fractional electron number on hydrogen and the dissociation error of H₂⁺, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Take a point proton clamped at the origin and non-relativistic electrons of mass $m$. Write $k=e^2/4\pi\varepsilon_0$, $a_0=\hbar^2/(mk)=0.0529177$ nm and $E_h=k/a_0=\hbar^2/(ma_0^2)=4.359745$ aJ. The one-electron Hamiltonian is
$$h=-\frac{\hbar^2}{2m}\nabla^2-\frac{k}{r}.$$
For a mean electron number $0\le N\le 1$ three ground-state energies $E(N)$ are compared.

In exact theory $E(N)$ is the minimum of $\mathrm{Tr}\,\hat\Gamma\hat H$ over all density operators $\hat\Gamma$ on Fock space with $\mathrm{Tr}\,\hat\Gamma=1$ and $\mathrm{Tr}\,\hat\Gamma\hat N=N$, where $\hat H$ contains $h$ for each electron and the Coulomb repulsion between electrons.

In the two approximations one normalised spin-up orbital $\varphi$ carries the occupation $N$, so $n=N|\varphi|^2$ is fully spin-polarised. The Hartree energy is the minimum over $\varphi$ of $N\langle\varphi|h|\varphi\rangle+U[n]$, with $U[n]=\tfrac{k}{2}\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$. The LSDA energy (exchange only, no correlation) adds to this functional the exchange energy of the uniform electron gas, taken locally at the spin density $n$.

For each theory define the deviation from its own chord, $\Delta(N)=E(N)-(1-N)E(0)-NE(1)$.

(a) Find the exact $E(N)$, and the exact exchange-correlation energy of a density that holds $N\le1$ electrons.

(b) Derive the LSDA exchange term. Evaluate $E(N)$ and $\Delta(N)$ in both approximations with the orbital frozen to the hydrogen 1s function, and decide whether $E(N)$ is convex.

(c) Relax the orbital, first by a change of scale and then fully. Relate the Hartree energy to closed-shell Hartree–Fock energies of two-electron atoms.

(d) Express $\Delta(\tfrac12)$ through the orbital energy $\varepsilon(N)$.

(e) For H₂⁺ at a large proton–proton distance $R$, find the energy when a fraction $q$ of the electron sits on one proton and $1-q$ on the other, determine the best $q$, and give $E(R)$ through order $R^{-4}$.

(f) Relate the dissociation error of H₂⁺ to $\Delta(\tfrac12)$, state what the error is measured against, and give numbers.

## Solution

Except for values marked as measured or as basis-set limits, all numbers come from the numerical check, or from arithmetic on its output shown here. With no electron the energy vanishes, $E(0)=0$, so $\Delta(N)=E(N)-NE(1)$.

### (a) Exact theory

The lowest value of $h$ follows from a square. For normalised $\psi$,
$$0\le\frac{\hbar^2}{2m}\int\Big|\nabla\psi+\frac{\hat{\mathbf r}}{a_0}\psi\Big|^2d^3r=\frac{\hbar^2}{2m}\int\Big[|\nabla\psi|^2+\frac{\hat{\mathbf r}\cdot\nabla|\psi|^2}{a_0}+\frac{|\psi|^2}{a_0^2}\Big]d^3r .$$
Integrating the middle term by parts with $\nabla\cdot\hat{\mathbf r}=2/r$ turns it into $-2|\psi|^2/(a_0r)$, and $(\hbar^2/2m)(2/a_0)=k$. The right side is therefore $\langle h\rangle+E_h/2$. Hence $\langle h\rangle\ge-E_h/2$, with equality when $\nabla\psi=-\hat{\mathbf r}\psi/a_0$, which is the 1s function $\varphi_{1s}=(\pi a_0^3)^{-1/2}e^{-r/a_0}$. So $E(1)=-E_h/2$.

Because $\hat H$ conserves the electron number, only the blocks of $\hat\Gamma$ with a definite number $M$ enter the trace: $\mathrm{Tr}\,\hat\Gamma\hat H=\sum_Mp_M\langle H\rangle_M$, with $p_M\ge0$, $\sum_Mp_M=1$ and $\sum_MMp_M=N$. In the $M$-electron block each of the $M$ terms $h_i$ is at least $-E_h/2$ and the repulsion is non-negative, so $\langle H\rangle_M\ge-ME_h/2$. Summing,
$$\mathrm{Tr}\,\hat\Gamma\hat H\ge-\frac{E_h}{2}\sum_MMp_M=-\frac{NE_h}{2}.$$
For $N\le1$ the mixture of the vacuum with weight $1-N$ and the 1s state with weight $N$ reaches this bound. Therefore
$$E_{\rm exact}(N)=-\tfrac12NE_h,\qquad \Delta_{\rm exact}(N)=0 ,$$
and the slope $dE/dN=-E_h/2=-2.17987$ aJ is minus the ionisation energy on the whole interval. The program minimises the ensemble energy over $p_0,p_1,p_2$ as a linear program at $N=0.2,\,0.5,\,0.9$ and recovers $-NE_h/2$. It uses for the two-electron block an s-wave configuration-interaction energy of $-2.2415$ aJ, which is an upper bound to the energy of H⁻; the outcome depends only on this energy lying above $2E(1)=-4.3597$ aJ.

The line ends at $N=1$. Beyond it the ensemble must contain blocks with $M\ge2$, where the repulsion is strictly positive and the bound is not reached. For a mixture of one and two electrons the slope is $E(2)-E(1)$, minus the electron affinity, which is roughly $-0.1$ aJ as a measured order of magnitude. The jump from $-2.18$ aJ to that value is the derivative discontinuity at $N=1$.

For the functional, let $F[n]$ be the minimum of kinetic plus repulsion energy over ensembles with density $n$. Write the one-particle density matrix in natural spin orbitals $\psi_i$ with occupations $f_i\ge0$, so that $n=\sum_if_i|\psi_i|^2$ and $T=(\hbar^2/2m)\sum_if_i\int|\nabla\psi_i|^2$. From $\nabla n=2\,\mathrm{Re}\sum_if_i\psi_i^*\nabla\psi_i$ the Cauchy–Schwarz inequality gives $|\nabla n|^2\le4n\sum_if_i|\nabla\psi_i|^2$, and therefore
$$T\ge\frac{\hbar^2}{8m}\int\frac{|\nabla n|^2}{n}d^3r=\frac{\hbar^2}{2m}\int|\nabla\sqrt n|^2d^3r\equiv T_W[n].$$
The repulsion is non-negative, so $F[n]\ge T_W[n]$. For $N\le1$ the mixture of the vacuum and the one-electron state $\varphi=\sqrt{n/N}$ has density $n$, kinetic energy $N(\hbar^2/2m)\int|\nabla\varphi|^2=T_W[n]$ and no repulsion, so $F=T_W$. The same argument without repulsion gives $T_s=T_W$ for the non-interacting kinetic energy. The definition $F=T_s+U+E_{xc}$ then yields
$$E_{xc}[n]=-U[n]\qquad\Big(\int n\,d^3r\le1\Big).$$
Nothing here used a single centre, so the result holds for the density of H₂⁺ too. All three theories thus share the term $N\langle h\rangle$ and differ in the remainder $U+E_{xc}$, which is zero, $U$, or $U+E_x^{\rm LSDA}$. A non-zero remainder is the spurious interaction of the electron with itself.

### (b) LSDA exchange and the frozen orbital

A uniform gas of one spin fills a sphere of radius $\kappa_F$ in wave-vector space, $n=\kappa_F^3/6\pi^2$. Its density matrix at separation $s$, with $x=\kappa_Fs$, is
$$\rho(s)=\int_{\kappa<\kappa_F}\frac{d^3\kappa}{(2\pi)^3}e^{i\boldsymbol\kappa\cdot\mathbf s}=\frac{1}{2\pi^2s}\int_0^{\kappa_F}\kappa\sin\kappa s\,d\kappa=\frac{\sin x-x\cos x}{2\pi^2s^3}=3n\,\frac{j_1(x)}{x},$$
where $j_1=(\sin x-x\cos x)/x^2$. The exchange energy per volume of a determinant is $-\tfrac k2\int|\rho(s)|^2s^{-1}d^3s$, which becomes
$$-\frac k2\,9n^2\,\frac{4\pi}{\kappa_F^2}\int_0^\infty\frac{j_1^2}{x}dx .$$
With $j_0=\sin x/x$ one has $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$, so $(j_0^2+j_1^2)'=-4j_1^2/x$. Since $j_0^2+j_1^2$ falls from 1 at $x=0$ to 0 at infinity, the integral is $\tfrac14$. The energy density is $-\tfrac{9\pi}{2}kn^2/\kappa_F^2$, and $\tfrac{9\pi}{2}(6\pi^2)^{-2/3}=\tfrac{9\pi}{2}(6\pi^2)^{1/3}/6\pi^2=\tfrac34(6/\pi)^{1/3}$. Applied locally,
$$E_x^{\rm LSDA}[n]=-\frac34\Big(\frac6\pi\Big)^{1/3}k\int n^{4/3}d^3r .$$
Inserting $n=N|\varphi|^2$ makes the dependence on $N$ explicit:
$$\mathcal E[\varphi;N]=N\langle h\rangle+\tfrac12N^2J[\varphi]-N^{4/3}X[\varphi],$$
$$J=k\iint\frac{|\varphi(\mathbf r)|^2|\varphi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}d^3r\,d^3r',\qquad X=\frac34\Big(\frac6\pi\Big)^{1/3}k\int|\varphi|^{8/3}d^3r,$$
with $X$ dropped in the Hartree case. Exact theory would need the last term to be $-\tfrac12N^2J$; LSDA offers a different power of $N$.

For the 1s orbital put $y=r/a_0$, so that the radial probability is $4y^2e^{-2y}dy$. The potential of a spherical cloud is the enclosed charge over $y$ plus the outer shells:
$$\frac1y\int_0^y4t^2e^{-2t}dt+\int_y^\infty4te^{-2t}dt=\frac{1-e^{-2y}(1+2y+2y^2)}{y}+e^{-2y}(1+2y)=\frac1y-e^{-2y}\Big(\frac1y+1\Big).$$
Averaging over the cloud with $\int_0^\infty y^pe^{-by}dy=p!/b^{p+1}$,
$$\frac{J}{E_h}=4\cdot\frac14-4\Big(\frac1{16}+\frac{2}{64}\Big)=1-\frac38=\frac58 .$$
For exchange, $\int|\varphi_{1s}|^{8/3}d^3r=(\pi a_0^3)^{-4/3}\,4\pi\cdot2\,(3a_0/8)^3=\tfrac{27}{64}\pi^{-1/3}/a_0$, so $X=cE_h$ with
$$c=\frac34\cdot\frac{27}{64}\Big(\frac{6}{\pi^2}\Big)^{1/3}=\frac{81}{256}\Big(\frac6{\pi^2}\Big)^{1/3}=0.268037 .$$
The program confirms $J$ by nested quadrature, and $-cN^{4/3}E_h$ against the spin-polarised Slater exchange of libxc. The frozen-orbital results, with $c\to0$ for Hartree, are
$$\frac{E(N)}{E_h}=-\frac N2+\frac5{16}N^2-cN^{4/3},\qquad\frac{\Delta(N)}{E_h}=\frac5{16}(N^2-N)-c\,(N^{4/3}-N).$$
With $u=N^{1/3}$ and $u^3-1=(u-1)(u^2+u+1)$ the deviation factorises as $N(u-1)\big[\tfrac5{16}(u^2+u+1)-c\big]$. The bracket is at least $\tfrac5{16}-c=0.3125-0.2680>0$ and $u-1<0$, so $\Delta<0$ on the open interval in both approximations.

At $N=\tfrac12$ the Hartree value is $-\tfrac5{64}E_h=-0.078125\times4.359745$ aJ $=-0.34061$ aJ. For LSDA $2^{-4/3}=0.396850$, the exchange part is $+0.268037\times(0.5-0.396850)=+0.027648$, and $\Delta=(-0.078125+0.027648)E_h=-0.22007$ aJ. In this frozen model exchange cancels $c/(5/16)=86\%$ of the Hartree self-repulsion at $N=1$, but only $0.027648/0.078125=35\%$ of the Hartree deviation at $N=\tfrac12$. Raising $c$ to $5/16$, which makes the frozen $E(1)$ exact, would leave $\Delta(\tfrac12)=\tfrac5{16}(0.25-0.396850)E_h=-0.200$ aJ. A correct energy at the integer does not give a straight line, because the powers $N^2$ and $N^{4/3}$ cannot cancel for all $N$.

The curvature is $E''/E_h=\tfrac58-\tfrac49cN^{-2/3}$. The Hartree curve is a convex parabola. The LSDA curvature vanishes where $N^{2/3}=\tfrac49\cdot\tfrac85c$, at
$$N^*=\Big(\frac{32c}{45}\Big)^{3/2}=0.0832 ,$$
and is negative below it. The LSDA curve lies below its chord everywhere, yet it is concave for $N<N^*$, where the negative curvature of the $N^{4/3}$ term outweighs the positive curvature of the $N^2$ term.

### (c) Relaxed orbitals

Let $\varphi_\zeta(\mathbf r)=\zeta^{3/2}\varphi(\zeta\mathbf r)$. Changing variables to $\zeta\mathbf r$, the kinetic energy gains a factor $\zeta^2$ from two gradients, $\langle1/r\rangle$ and $J$ gain $\zeta$, and $\int|\varphi_\zeta|^{8/3}d^3r$ gains $\zeta^4\zeta^{-3}=\zeta$. For the 1s function $|\nabla\varphi|^2=\varphi^2/a_0^2$ gives a kinetic energy $E_h/2$, and $k\langle1/r\rangle=E_h$ as used in $J$. Thus
$$\frac{\mathcal E}{E_h}=N\Big[\frac{\zeta^2}2-b\,\zeta\Big],\qquad b=1-\frac{5N}{16}+cN^{1/3},$$
which is least at $\zeta=b$, where $E=-\tfrac12Nb^2E_h$. The gain over the frozen value at $\zeta=1$ is $N[-b^2/2-\tfrac12+b]E_h=-\tfrac12N(b-1)^2E_h$. For Hartree $\zeta(\tfrac12)=0.84375$ and $\zeta(1)=0.68750$: the self-repulsion swells the atom. For LSDA $\zeta(\tfrac12)=1-0.15625+0.268037\times0.793701=1.05649$ and $\zeta(1)=0.95554$: at half filling the exchange attraction outweighs the self-repulsion and the cloud is more compact than in the exact atom. For example the Hartree $E(\tfrac12)$ is $-\tfrac14(0.84375)^2\times4.359745$ aJ $=-0.77594$ aJ.

Full relaxation makes $\mathcal E-N\varepsilon\langle\varphi|\varphi\rangle$ stationary. Varying $\varphi^*$ gives $\delta n=N\varphi\,\delta\varphi^*$, and after division by $N$,
$$(h+v_H+v_x)\varphi=\varepsilon\varphi,\qquad v_H=k\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',\qquad v_x=\frac{\delta E_x}{\delta n}=-k\Big(\frac{6n}{\pi}\Big)^{1/3},$$
the last from $\tfrac43\cdot\tfrac34=1$. The atomic solution is sought among spherical orbitals. Stationarity includes stationarity under scaling: with total kinetic energy $T$ and all other terms $V$, $\mathcal E=\zeta^2T+\zeta V$ has zero slope at $\zeta=1$ when $2T+V=0$, so $E=T+V=-T$. The program solves the equation in 13 Slater functions $e^{-\zeta_jr/a_0}$ with $\zeta_j=0.08\times1.5^j$, $j=0,\dots,12$, and tests this virial relation to $10^{-5}E_h$.

The Hartree problem maps onto a two-electron atom. Put $\varphi(\mathbf r)=N^{3/2}\chi(N\mathbf r)$. The scaling rules with $\zeta=N$ give, with $t$ the kinetic operator,
$$\mathcal E=N\Big[N^2\langle t\rangle_\chi-Nk\langle1/r\rangle_\chi+\tfrac12N\cdot NJ[\chi]\Big]=\frac{N^3}2\Big[2\langle t\rangle_\chi-\frac2Nk\langle1/r\rangle_\chi+J[\chi]\Big].$$
The bracket is the restricted Hartree–Fock (RHF) energy of two electrons with opposite spin in the orbital $\chi$ around a nucleus of charge $Ze$, $Z=1/N$. Hence
$$E_{\rm Hartree}(N)=\tfrac12N^3E_{\rm RHF}(Z=1/N),$$
and the same substitution in the orbital equation gives $\varepsilon(N)=N^2\varepsilon_{\rm RHF}$. Half an electron on a proton is a scaled helium atom and a whole one is H⁻. An independent RHF calculation in a Gaussian basis gives $-12.4762$ aJ for He and $-2.1272$ aJ for H⁻, so $E(\tfrac12)=-12.4762/16=-0.77976$ aJ and $E(1)=-2.1272/2=-1.0636$ aJ, in agreement with the Slater-basis results. The LSDA $E(1)$ is tested against an independent unrestricted Kohn–Sham calculation to $3\times10^{-5}E_h$.

The self-consistent energies, in aJ, are:

| $N$ | exact | Hartree | LSDA |
|---|---|---|---|
| 0 | 0 | 0 | 0 |
| 0.25 | −0.54497 | −0.46361 | −0.64867 |
| 0.5 | −1.08994 | −0.77976 | −1.21667 |
| 0.75 | −1.63490 | −0.97172 | −1.66519 |
| 1 | −2.17987 | −1.06362 | −1.99275 |

The Hartree curve lies above the exact line for all $N>0$, as it must, since it adds $U>0$ to $N\langle h\rangle\ge-NE_h/2$. The LSDA curve lies below the exact line at $N=0.25,\,0.5,\,0.75$ and above it at $N=1$; the LSDA remainder $U+E_x^{\rm LSDA}$ can have either sign, so no such bound holds for it.

The deviation $\Delta(\tfrac12)$ at the three levels, in aJ, is:

| level | Hartree | LSDA |
|---|---|---|
| frozen | −0.34061 | −0.22007 |
| scaled | −0.26078 | −0.22139 |
| self-consistent | −0.24795 | −0.22030 |

Relaxation changes $\Delta(\tfrac12)$ by the gain at $N=\tfrac12$ minus half the gain at $N=1$. For Hartree the gains are $-0.77976+0.74933=-0.03043$ aJ and $-1.06362+0.81745=-0.24617$ aJ, so $\Delta$ rises by $-0.03043+0.12309=+0.09266$ aJ. For LSDA they are $-0.00359$ aJ and $-0.00672$ aJ, and the change is $-0.00359+0.00336=-0.00023$ aJ. The scaling part of the LSDA gains, $-1.21656+1.21308=-0.00348$ aJ at $N=\tfrac12$ and $-1.99034+1.98603=-0.00431$ aJ at $N=1$, is small because $b$ is within 6% of 1 at both occupations and the gain is quadratic in $b-1$. The rest, $-0.00011$ aJ and $-0.00241$ aJ, comes from the change of shape of the orbital, which this argument does not cover.

The sign of $\Delta$ survives relaxation. Using the optimal orbital $\varphi_1$ of $N=1$ as a trial orbital at $N<1$ gives $E(N)\le\mathcal E[\varphi_1;N]$, and for Hartree this reads $\Delta(N)\le\tfrac12(N^2-N)J[\varphi_1]<0$. For LSDA the same step leaves $N(u-1)[\tfrac12J(u^2+u+1)-X]$, whose sign depends on the values of $J$ and $X$ for $\varphi_1$; there the program asserts $\Delta<0$ directly at $N=0.05,\,0.10,\dots,0.95$.

The exact $E(N)$ is a straight line, while the Hartree and LSDA energies at $N=\tfrac12$ lie below their own chords, with the orbital frozen or relaxed. It remains to express $\Delta(\tfrac12)$ through the orbital energy and to relate it to the dissociation error of stretched H₂⁺.
